# Copper diffusivity implied by a ten-year lag in a 2 nm barrier: a program that tests the result

```python
"""Diffusive lag time of copper in a thin uniform barrier.

Result under test: an initially empty slab of thickness L, with constant
concentration c0 at the entrance and a perfect sink at the exit, has the
lag time L^2/(6 D). A ten-year lag at L = 2 nm then fixes D.
With a uniform field, u = q E L/(k T), the lag becomes
(L^2/D) (u coth(u/2) - 2)/u^2 and the steady flux gains u/(1 - exp(-u)).
Symbols: D diffusivity (cm^2/s), Q copper that has left per unit area.
The formulas are compared with direct propagation of the transport
equation on a grid, starting from the empty slab.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm

YEAR = const.Julian_year
NM = 1e-7  # one nanometre in cm


def propagate(L, D, u, t, cells=200):
    """Return Q/(c0 L) and its rate (1/s) at time t from an empty slab."""
    h = L / cells
    v = u * D / L
    right = D / h**2 + v / (2 * h)
    left = D / h**2 - v / (2 * h)
    m = cells - 1             # number of interior nodes
    A = np.zeros((m + 2, m + 2))
    for i in range(m):
        A[i, i] = -(right + left)
        if i > 0:
            A[i, i - 1] = right
        if i < m - 1:
            A[i, i + 1] = left
    A[0, m + 1] = right       # constant source at the entrance
    A[m, m - 1] = right / cells  # accumulated outflow
    state = expm(A * t)[:, m + 1]
    return state[m], right / cells * state[m - 1]


def measured_lag(L, D, u=0.0, cells=200):
    """Intercept of the late straight line, and the steady rate."""
    t = 4 * L**2 / D
    Q, rate = propagate(L, D, u, t, cells)
    return t - Q / rate, rate


def series(tau):
    """Q/(c0 L) and flux over steady flux, without field, tau = D t/L^2."""
    n = np.arange(1, 60)
    terms = (-1.0)**n * np.exp(-(n * np.pi)**2 * tau)
    Q = tau - 1 / 6 - 2 / np.pi**2 * np.sum(terms / n**2)
    return Q, 1 + 2 * np.sum(terms)


def lag_factor(u):
    return (u / np.tanh(u / 2) - 2) / u**2


def flux_factor(u):
    return u / (1 - np.exp(-u))


# Inputs
L = 2 * NM
target = 10 * YEAR
jump = 0.25 * NM
c0 = 1e20          # cm^-3
field = 1e6        # V/cm
T = 378.15         # K

# Required diffusivity, checked by propagation in physical units
D = L**2 / (6 * target)
lag, steady = measured_lag(L, D)
assert abs(lag / target - 1) < 1e-3
assert abs(steady / (D / L**2) - 1) < 1e-3
assert 1.5e-23 < D < 2.5e-23

# Flux and leaked amount before and at the lag time
Q_half, flux_half = series(D * target / 2 / L**2)
Q_lag, flux_lag = series(D * target / L**2)
for t, Qs, fs in ((target / 2, Q_half, flux_half),
                  (target, Q_lag, flux_lag)):
    Qn, rate = propagate(L, D, 0.0, t)
    assert abs(Qn / Qs - 1) < 2e-3
    assert abs(rate / (D / L**2) / fs - 1) < 2e-3

# Mean exit time of a fixed dose released at a blocked entrance
M = 100
B = np.diag(-2 * np.ones(M)) + np.diag(np.ones(M - 1), 1)
B += np.diag(np.ones(M - 1), -1)
B[0, 1] = 2.0
exit_time = np.linalg.solve(B * D * (M / L)**2, -np.ones(M))[0]
assert abs(exit_time / (L**2 / (2 * D)) - 1) < 1e-8
D_exit = L**2 / (2 * target)

# Discrete lattice of jump sites
N = round(L / jump)
lattice_lag, _ = measured_lag(L, D, cells=N)
assert abs(lattice_lag / (target * (1 - 1 / N**2)) - 1) < 1e-7
jump_rate = 6 * D / jump**2

# Uniform field, forward and reversed
thermal_voltage = const.k * T / const.e
u = field * L / thermal_voltage
for s in (u, -u):
    lag_s, steady_s = measured_lag(L, D, s)
    assert abs(lag_s / (L**2 / D * lag_factor(s)) - 1) < 2e-3
    assert abs(steady_s / (D / L**2 * flux_factor(s)) - 1) < 2e-3
lag_field = L**2 / D * lag_factor(u)
D_field = L**2 * lag_factor(u) / target
assert abs(measured_lag(L, D_field, u)[0] / target - 1) < 2e-3
# Limits of weak and strong field
assert abs(6 * lag_factor(0.01) - 1) < 1e-4
assert abs(1000 * lag_factor(1000.0) - 1) < 3e-3

# Wide region of half thickness
thin_lag, _ = measured_lag(L / 2, D)
assert abs(thin_lag / (target / 4) - 1) < 1e-3

print(f"Barrier thickness: {L / NM:.2f} nm = {L:.1e} cm")
print(f"Target lag: {target / YEAR:.1f} years = {target:.4e} s")
print(f"Required D without field: {D:.3e} cm^2/s")
print(f"Same D in SI: {D * 1e-4:.3e} m^2/s")
print(f"Lag from propagation at this D: {lag / YEAR:.3f} years")
print(f"Flux / steady flux at 5 years: {flux_half:.4f}")
print(f"Flux / steady flux at 10 years: {flux_lag:.4f}")
print(f"Q/(c0 L) at 5 years: {Q_half:.5f}")
print(f"Q/(c0 L) at 10 years: {Q_lag:.5f}")
print(f"Entrance concentration c0: {c0:.1e} cm^-3")
print(f"Product c0 L: {c0 * L:.2e} cm^-2")
print(f"Leaked dose at 10 years: {Q_lag * c0 * L:.3e} cm^-2")
print(f"Steady flux: {c0 * D / L:.3e} cm^-2 s^-1")
print(f"Steady flux per year: {c0 * D / L * YEAR:.3e} cm^-2")
print(f"Mean exit time, blocked entrance: {exit_time / YEAR:.2f} years")
print(f"D if that time is 10 years: {D_exit:.3e} cm^2/s")
print(f"Jump length: {jump / NM:.2f} nm")
print(f"Lattice spacings across barrier: {N}")
print(f"Jump rate: {jump_rate:.3e} s^-1")
print(f"Mean time between jumps: {1 / jump_rate / const.day:.1f} days")
print(f"Mean number of jumps in 10 years: {jump_rate * target:.1f}")
print(f"Lag on the lattice: {lattice_lag / YEAR:.3f} years")
print(f"Field: {field / 1e6:.2f} MV/cm")
print(f"Temperature: {T:.2f} K")
print(f"Thermal voltage kT/q: {thermal_voltage:.5f} V")
print(f"Voltage across barrier: {field * L:.3f} V")
print(f"Field parameter u: {u:.3f}")
print(f"Lag factor D t_lag/L^2 with field: {lag_factor(u):.4f}")
print(f"Lag with field at unchanged D: {lag_field / YEAR:.2f} years")
print(f"Required D with field: {D_field:.3e} cm^2/s")
print(f"Ratio of required D, field / no field: {D_field / D:.3f}")
print(f"Steady flux factor, forward field: {flux_factor(u):.3f}")
print(f"Steady flux factor, reversed field: {flux_factor(-u):.5f}")
print(f"Lag of 1 nm region at unchanged D: {thin_lag / YEAR:.3f} years")
print("no test failed")
```

Output:

```
Barrier thickness: 2.00 nm = 2.0e-07 cm
Target lag: 10.0 years = 3.1558e+08 s
Required D without field: 2.113e-23 cm^2/s
Same D in SI: 2.113e-27 m^2/s
Lag from propagation at this D: 10.000 years
Flux / steady flux at 5 years: 0.1946
Flux / steady flux at 10 years: 0.6167
Q/(c0 L) at 5 years: 0.00382
Q/(c0 L) at 10 years: 0.03904
Entrance concentration c0: 1.0e+20 cm^-3
Product c0 L: 2.00e+13 cm^-2
Leaked dose at 10 years: 7.809e+11 cm^-2
Steady flux: 1.056e+04 cm^-2 s^-1
Steady flux per year: 3.333e+11 cm^-2
Mean exit time, blocked entrance: 30.00 years
D if that time is 10 years: 6.338e-23 cm^2/s
Jump length: 0.25 nm
Lattice spacings across barrier: 8
Jump rate: 2.028e-07 s^-1
Mean time between jumps: 57.1 days
Mean number of jumps in 10 years: 64.0
Lag on the lattice: 9.844 years
Field: 1.00 MV/cm
Temperature: 378.15 K
Thermal voltage kT/q: 0.03259 V
Voltage across barrier: 0.200 V
Field parameter u: 6.138
Lag factor D t_lag/L^2 with field: 0.1105
Lag with field at unchanged D: 6.63 years
Required D with field: 1.401e-23 cm^2/s
Ratio of required D, field / no field: 0.663
Steady flux factor, forward field: 6.151
Steady flux factor, reversed field: 0.01329
Lag of 1 nm region at unchanged D: 2.500 years
no test failed
```
